Drift and mean energy of an electron streaming between phonon emissions

A conduction electron in a cold, pure polar semiconductor can gain energy from an electric field almost undisturbed until it has enough to create an optical phonon. The phonon then takes the energy away and the cycle restarts. This problem finds how fast such an electron drifts, how much energy it carries, and how well the picture holds for gallium nitride.

**The model.** The electron moves along one line in the parabolic band E = k²/2m. The field exerts a constant force on it, of magnitude F, taken along +k. Below the phonon energy ω nothing scatters it. At E = ω it emits one phonon at once and restarts at k = 0. Phonons are never absorbed, the electrons are too few to affect one another, and the motion between emissions is classical. The algebra uses atomic units (ħ = e = electron mass = 1), so momentum and wave number are the same quantity. "Mean" denotes an average over a long time, unless another average is named.

**(a) Find the flight time between emissions, the distribution of k, and the mean velocity.**

The equation of motion is dk/dt = F. With k = 0 at the start of a flight,

k = Ft.

The flight ends when k²/2m = ω, that is, at the threshold momentum k0 after the time T:

k0 = √(2mω),  T = k0/F.

The speed there is v0 = k0/m = √(2ω/m).

Every flight is the same, so a long-time average equals the average over one flight. An initial flight that starts elsewhere adds a fixed amount to a sum that keeps growing, and drops out. Since dt = dk/F, the fraction of time spent in dk is

dt/T = (dk/F)/(k0/F) = dk/k0,  0 < k < k0.

The distribution is flat in k. The velocity is k/m, hence

⟨v⟩ = (1/k0) ∫₀^k0 (k/m) dk = (1/k0)·k0²/(2m) = k0/(2m) = v0/2.

The force has cancelled. A stronger field accelerates the electron faster but shortens the flight in the same proportion, so the drift is saturated: within this model it does not depend on the field.

**(b) Find the mean energy. How is the time shared among energies, and what would an average over distance give?**

With the same flat distribution,

⟨E⟩ = (1/k0) ∫₀^k0 k²/(2m) dk = (1/k0)·k0³/(6m) = k0²/(6m).

Because k0² = 2mω, this is

⟨E⟩ = ω/3.

The mean lies below ω/2 because the time is not spread evenly over energy. From k = √(2mE) we have dk = √(m/(2E)) dE, so the fraction of time in dE is

dk/k0 = √(m/(2E))/√(2mω) dE = dE/(2√(ωE)).

Integrated from 0 to ω/4, this gives √(ω/4)/√ω = 1/2. Half the time is spent in the lowest quarter of the energy range.

Along the path the result differs. The work done by the force over a distance x is Fx, so E = Fx, and the flight length is L = ω/F. The average over distance is

(1/L) ∫₀^L Fx dx = FL/2 = ω/2.

A steady population with evenly spread flight phases has the time average ω/3.

These averages can be checked by stepping Newton's equation in time, with the speed set to zero whenever the energy reaches ω. Over 30 flights this gave a drift of 0.5000 v0, a mean energy of 0.3333 ω and a distance average of 0.5000 ω. A run at five times the force agreed with the same fractions within the test limit of 0.002.

**(c) How much of the mean energy belongs to the drift, and where does the work of the field go?**

The energy of a particle moving at the mean velocity is

m⟨v⟩²/2 = (m/2)(v0²/4) = (1/4)(mv0²/2) = ω/4.

The velocity spread holds the rest, ω/3 − ω/4 = ω/12. Three quarters of the kinetic energy is therefore ordered motion. A heated Maxwell distribution with a small drift would be a poor description of this electron.

The field delivers the power

F⟨v⟩ = F·k0/(2m) = (k0/T)·k0/(2m) = ω/T,

where F = k0/T was used. This is one phonon energy per flight: all the work goes into optical phonons. The balance also holds beyond the ideal model. In any steady state where phonons are the only energy sink, F⟨v⟩ equals ω times the net emission rate. Part (g) uses this.

**(d) Evaluate the results for rough gallium nitride parameters: phonon energy 0.092 eV, mass 0.20 electron masses, field 0.02 MV/cm.**

The field is 2×10⁴ V/cm, so the force is 0.002 eV/nm. With ħ²/(electron mass) = 0.0762 eV nm²,

k0 = √(2 × 0.20 × 0.092/0.0762) = 0.695 nm⁻¹.

With ħ = 0.658 eV fs, the flight time and length are

T = ħk0/F = 0.658 × 0.695/0.002 ≈ 229 fs,

L = 0.092/0.002 = 46 nm.

From v0 = k0/m and k0² = 2mω it follows that v0 = 2ω/k0, or 2ω/(ħk0) with ħ restored:

v0 = 2 × 0.092/(0.658 × 0.695) = 0.402 nm/fs = 4.02×10⁷ cm/s.

The ideal drift speed is half of this, 2.01×10⁷ cm/s, and the ideal mean energy is 0.092/3 = 0.0307 eV. In a channel not much longer than 46 nm, the average velocity depends on how the electrons enter, so the long-time average need not apply.

Each electron releases 0.092 eV per 229 fs, or 0.402 eV/ps. At 10¹⁶ electrons per cm³ the heating power is 6.4×10⁸ W/cm³. A lattice that stays cold therefore requires short pulses or very effective cooling of a small volume.

**(e) Which results depend on the parabolic band?**

Let E(k) be any band that rises steadily from 0 at k = 0 to ω at k = K. The flat distribution survives, since it needed only dk/dt = F. The velocity is dE/dk, so

⟨v⟩ = (1/K) ∫₀^K (dE/dk) dk = ω/K.

The factor one half relative to the threshold speed does need the band shape. Take E(1 + aE) = k²/2m, which bends below the parabola for a > 0. Then K = √(2mω(1 + aω)), and

⟨v⟩ = ω/K = √(ω/(2m))/√(1 + aω) = (v0/2)/√(1 + aω),

with v0 still the parabolic threshold speed. Differentiating the band equation gives (1 + 2aE) dE/dk = k/m, so the true threshold speed is K/[m(1 + 2aω)]. The ratio of drift to threshold speed is

(ω/K)·m(1 + 2aω)/K = (1 + 2aω)/[2(1 + aω)].

For the energy, write s = k²/2m. To first order in a, E = s − as². The end value is s0 = ω(1 + aω), and the flat average gives ⟨s⟩ = s0/3 and ⟨s²⟩ = s0²/5. Hence

⟨E⟩ ≈ ω(1 + aω)/3 − aω²/5 = (ω/3)(1 + 2aω/5).

With the rough value a = 0.2 per eV, aω = 0.018. The drift falls by 0.9% relative to the parabolic result, its ratio to the true threshold speed becomes 0.509, and the mean energy is 0.336 ω. Band bending is a small correction here.

**(f) Emission is not instantaneous. Find the rate for polar coupling, and estimate how far the electron overshoots the threshold.**

In three dimensions the standard coupling of an electron to polar optical phonons of wave vector q has the squared matrix element (N + 1)·2πωC/(Vq²) for emission. Here V is the volume, N the phonon occupation, and C = 1/ε∞ − 1/εs the difference of the inverse high-frequency and static dielectric constants. The golden rule is

W = 2π Σ_k′ (N + 1)·[2πωC/(Vq²)]·δ(E − ω − E′).

The sum over final states becomes V/(2π)³ ∫ 2πk′² dk′ dc, where c is the cosine of the angle between k and k′. Since dE′ = k′dk′/m, the delta function replaces k′²dk′ by mk′ and fixes k′² = k² − k0². The constants combine to 2π·2π·2π/(2π)³ = 1. With q² = k² + k′² − 2kk′c,

W = (N + 1)mωC k′ ∫₋₁¹ dc/(k² + k′² − 2kk′c).

The integral is [1/(2kk′)] ln[(k + k′)²/(k − k′)²], so

W = (N + 1)(mωC/k) ln[(k + k′)/(k − k′)].

At k = k0 we have k′ = 0, and the rate vanishes. Just above threshold the logarithm is about 2k′/k. With N ≈ 0 and k ≈ k0,

W ≈ 2mωC k′/k0² = Ck′.

The electron must therefore overshoot. Let it pass the threshold by a momentum k0δ, with δ small and no sideways motion. Then k′ ≈ k0√(2δ), and the time since threshold is t = Tδ. Emission becomes likely when the accumulated rate reaches one:

∫ W dt = Ck0T√2 ∫₀^δ √x dx = (2√2/3) Ck0T δ^(3/2) = 1.

The model takes 5.35 and 8.9 as assumed inputs for the high-frequency and static dielectric constants, not as precise data. They give C = 0.0746. A static constant of 9.5 or 10.4 would lower the simulated mean energies of part (g) at this field, with and without elastic scattering at 77 K, by 0.01 to 0.03 ω, and the drifts by less than 0.01 v0. With units restored, Ck0 carries a factor e²/(4πε₀ħ), where e²/(4πε₀) = 1.44 eV nm:

Ck0T = 0.0746 × 1.44 × 0.695 × 229/0.658 ≈ 26.

Then δ^(3/2) = 3/(2√2 × 26) ≈ 0.041, so δ ≈ 0.12 and k′/k0 ≈ √0.24 ≈ 0.49. The electron restarts with nearly half its threshold momentum, not at rest. This happens although the emission time at E = 2ω is only 14 fs, far below the flight time.

Since k0T is proportional to 1/F, δ varies as F^(2/3) and k′/k0 as F^(1/3). The ideal limit is approached slowly as the field is lowered.

**(g) How far do finite emission speed, elastic scattering and phonon absorption move the drift and the mean energy?**

These effects act together in three dimensions, so they were sized by a Monte Carlo simulation with the polar rate above. Absorption has the same form, with N in place of N + 1, k′² = k² + k0², and k′ − k in the denominator of the logarithm. Elastic scattering is isotropic with a constant time τ = mμ, taken from a rough low-field mobility μ = 5000 cm²/Vs; this gives 569 fs. The elastic rate is held fixed with energy, field and temperature. Standard errors are at most 0.0023. They cover sampling only; with the finite time step (T/150 at 0.02 MV/cm) an entry can be off by up to about 0.005, so the third digit is not secure. The entries are ⟨v⟩/v0 and ⟨E⟩/ω at 0.02 MV/cm unless stated otherwise:

- ideal result: 0.500 and 0.333
- coupling 1000 times stronger, emission only: 0.502 and 0.340
- true coupling, emission only: 0.550 and 0.548
- the same at half the field: 0.532 and 0.468
- elastic scattering added, 77 K: 0.471 and 0.529
- the same at half the field: 0.398 and 0.451
- the same at double the field: 0.536 and 0.662
- elastic scattering, 300 K: 0.371 and 0.579

The second line shows that the three-dimensional model comes close to the ideal values when emission is fast enough. At that coupling the overshoot time is shorter than the time step, so most of the remaining gap is step error; in the limit of zero step the values are about 0.5005 and 0.335.

With the true coupling, the mean energy rises by 64% relative to ω/3, while the drift rises by 10%. The energy balance of part (c) explains what a higher drift means: the mean time between emissions is T × 0.500/0.550 = 0.91T. Overshoot lengthens a cycle, but leftover forward momentum shortens the next one. Leftover sideways motion also shortens it, because it already supplies part of the threshold energy. The shortening wins here. Halving the field reduces the excess energy from 0.215 to 0.135, a factor of 0.63. This matches 2^(−2/3) = 0.63, as expected if the excess is proportional to δ, though one pair of fields does not prove that law.

Elastic scattering acts the other way on the drift. An electron turned backward must first be slowed by the field, which delays its next emission. The ratio T/τ = 229/569 = 0.40 is not small, and the drift falls from 0.550 to 0.471. Its closeness to one half at 77 K is thus a partial cancellation of two errors, and does not show that the ideal model applies. The mean energy reveals this: it is 0.049 eV, against the ideal 0.031 eV.

The ideal regime needs both a very large Ck0T and T ≪ τ. The first condition is demanding because the overshoot falls only as (Ck0T)^(−2/3): with emission only, the mean energy is still about 16% above ω/3 at Ck0T ≈ 200 and about 4% above it at Ck0T ≈ 1700. A lower field helps the first condition and harms the second. None of the three fields at 77 K brings both averages near their ideal values.

At 300 K the phonon occupation is 0.029, against about 10⁻⁶ at 77 K. An electron that absorbs a phonon is lifted above threshold and can soon emit again. The pair of events leaves its energy unchanged but can turn its momentum away from the field direction. The drift drops to 0.371 v0, about 1.5×10⁷ cm/s.

**Comparison with real devices.** The parameters are rough values for clean, lightly doped gallium nitride, and 77 K is well below the usual temperature of a working transistor. Within this model, going to 300 K moves the drift from 6% below the ideal value to 26% below it. A real device also has impurities, interfaces and elastic rates that change with energy and temperature, so these figures size the neglected effects and do not predict a measured velocity. The energy dependence of the elastic rate matters most for the drift. At the same low-field mobility, a rate that falls with energy (impurity or piezoelectric type) gives a 77 K drift of 0.50 to 0.52 v0, and one that rises with energy (deformation type) gives 0.40 v0. The mean energy stays near 0.52 to 0.53 ω.

Several other neglected effects are small at this field. The highest energy seen at 77 K and 0.02 MV/cm was 0.26 eV. Such a maximum grows with the sample size and with the field (to roughly 0.4 to 0.6 eV at double the field for a sample of the same size), but it stays far below the 3.4 eV gap, so impact ionization plays no part in this calculation. The field tilts the bands by one gap only over 1700 nm, which makes tunnelling across the gap negligible. The equilibrium Fermi energy at 10¹⁶ cm⁻³ is 0.00085 eV, small beside the mean energy, so the exclusion principle blocks few final states. Collisions between electrons are a separate effect, which the model leaves out and which is not estimated here.

Phonon build-up is less harmless. Suppose that emission at the rate 1/T continues for longer than a rough phonon lifetime of 2000 fs. The emitted wave vectors q = k − k′ are taken to fill a ball whose radius is the simulated mean leftover momentum, 0.441k0 = 0.306 nm⁻¹. The ball holds (0.306)³/(6π²) = 4.8×10⁻⁴ modes per nm³, or 4.8×10¹⁷ per cm³. The number of phonons present is 10¹⁶ × 2000/229 = 8.7×10¹⁶ per cm³, which gives 0.18 per mode. This figure is too high, because sideways motion and elastic scattering spread k itself and so spread q well beyond the ball. With the actual spread of q in this model the occupation peaks near 0.13 and averages about 0.04 over the emitted phonons. That is comparable to the thermal occupation of 0.029 at 300 K, but energy and momentum conservation keep the electrons from reabsorbing most of the crowded modes. Weighted by the absorption rate, the occupation is only about 0.006, or roughly one absorption per seven flights. Reabsorption is therefore a modest correction at this density. Its feedback on the electron distribution is not computed here. The ball estimate is proportional to density: at 10¹⁵ cm⁻³ it is 0.018.

The classical treatment has a limit too. The product ωT is 32, so the threshold is sharp on the scale of a whole flight, but not on the scale of the overshoot. Near threshold the field changes the energy mismatch of an emission at the rate Fv0 = 2ω/T. This smears the threshold by about √(Fv0) = ω√(2/(ωT)) = 0.25ω, as large as the overshoot energy 2δω ≈ 0.24ω of part (f). Over the 14 fs emission time at E = 2ω the phase ωt is only 32 × 14/229 ≈ 2. Sharp energy conservation in each emission is then a rough approximation, which is a further reason to read the simulated values as sizes of effects.

The main values are in the numerical output below.

Values computed for the example and the checks

```
phonon energy: 0.092 eV
effective mass: 0.20 electron masses
field: 0.020 MV/cm
threshold momentum: 0.6949 1/nm
threshold speed: 4.023e+07 cm/s
ideal drift speed: 2.011e+07 cm/s
ideal mean energy: 0.0307 eV
flight time: 228.7 fs
flight length: 46.0 nm
power per electron: 0.402 eV/ps
trajectory drift / threshold speed: 0.5000
trajectory mean energy / phonon energy: 0.3333
trajectory distance-averaged energy / phonon: 0.5000
trajectory spread energy / phonon energy: 0.0833
trajectory time share below quarter energy: 0.5000
trajectory field work / emitted energy: 1.0000
nonparabolicity: 0.20 1/eV
bent band drift / parabolic drift: 0.9909
bent band drift / its threshold speed: 0.5090
bent band mean energy / phonon energy: 0.3357
dielectric constants, high and static: 5.35, 8.9
emission time at twice phonon energy: 14.2 fs
elastic-only mobility: 5000 cm2/Vs
elastic scattering time: 569 fs
phonon occupation at 77 K: 9.52e-07
phonon occupation at 300 K: 0.0293
Monte Carlo: drift/threshold speed, energy/phonon energy
1000x coupling, 0 K, no elastic: 0.502, 0.340
polar emission only, 0 K: 0.550, 0.548
polar emission only, 0 K, half field: 0.532, 0.468
with elastic, 77 K: 0.471, 0.529
with elastic, 77 K, half field: 0.398, 0.451
with elastic, 77 K, double field: 0.536, 0.662
with elastic, 300 K: 0.371, 0.579
largest standard error, drift ratio: 0.0023
largest standard error, energy ratio: 0.0023
77 K simulated drift speed: 1.896e+07 cm/s
77 K simulated mean energy: 0.0486 eV
77 K mean residual / threshold momentum: 0.441
77 K highest energy seen: 0.260 eV
band gap: 3.4 eV
length over which field tilts bands by gap: 1700 nm
electron density: 1.0e+16 1/cm3
equilibrium Fermi energy at 0 K: 0.00085 eV
phonon lifetime: 2000 fs
estimated added phonons per mode: 0.180
phonon phase per flight: 32.0 rad
heating power density: 6.44e+08 W/cm3
```
